Resonant Reflectance of a Bragg Mirror in Coupled-Wave Theory

**Q:** A multilayer mirror has dozens of interfaces, and light bounces between all of them. I doubt that its reflectance can come out of a short calculation. What would you even take as the unknowns?

**A:** Two amplitudes, one for the wave travelling forward and one for the wave travelling back. First the setting. Light of vacuum wavelength λ falls at normal incidence on a stack of N identical periods of thickness Λ, occupying 0 < z < L with L = NΛ. The materials are non-magnetic and, for now, lossless. With time factor exp(−iωt) and k0 = 2π/λ, the field obeys

E″ + k0² ε(z) E = 0,

where ε is the relative permittivity and E and E′ are continuous at every interface. I split ε into its mean and the rest,

ε(z) = n̄² + Δε(z), β = k0 n̄,

so Δε averages to zero over a period. The media on both sides are taken to have index n̄, and nothing arrives from behind.

**Q:** Inside a layered medium "forward" and "backward" are ambiguous. One function E(z) cannot define two amplitudes.

**A:** One function cannot, but E and E′ together can. I define A(z) and B(z) by two equations:

E = A e^{iβz} + B e^{−iβz}
E′ = iβ (A e^{iβz} − B e^{−iβz}).

Differentiating the first and comparing it with the second gives

A′ e^{iβz} + B′ e^{−iβz} = 0.

Differentiating the second gives

E″ = −β²E + iβ (A′ e^{iβz} − B′ e^{−iβz}).

The wave equation says E″ = −β²E − k0²Δε E, so

iβ (A′ e^{iβz} − B′ e^{−iβz}) = −k0²Δε E.

The first condition lets me replace −B′ e^{−iβz} by A′ e^{iβz}. The left side becomes 2iβ A′ e^{iβz}. Dividing, with −1/i = i, and then using B′ = −A′ e^{2iβz}:

A′ = (i k0²Δε/2β) (A + B e^{−2iβz})
B′ = −(i k0²Δε/2β) (B + A e^{2iβz}).

Nothing has been approximated. Since E and E′ are continuous, so are A and B. In the outer media Δε = 0, so there they are constants: A(0) is the incident amplitude, B(0) the reflected one, A(L) the transmitted one, and B(L) = 0.

**Q:** Those equations are as hard as the one you started from. Where does the simplification enter?

**A:** In the slowness of A and B. Near resonance, where β is close to π/Λ, the prefactor times one period is

k0²|Δε|Λ/(2β) ≈ π|Δε|/(2n̄²),

because k0² = β²/n̄². If |Δε| is much less than n̄², the amplitudes hardly change within a period, and I may average the coefficients over it. Write K = 2π/Λ and

Δε = Σ ε_m e^{imKz}, ε_0 = 0, β = K/2 + δ,

where δ is the detuning, with |δ|Λ small. The term in Δε alone averages to zero. In A′ the other coefficient is

Δε e^{−2iβz} = Σ ε_m e^{i(m−1)Kz} e^{−2iδz}.

Every term but m = 1 oscillates within a period and averages out. In B′ the survivor is m = −1, and ε_{−1} is the complex conjugate of ε_1 because ε is real. With ε_1 = |ε_1|e^{iφ},

A′ = iκ e^{iφ} e^{−2iδz} B
B′ = −iκ e^{−iφ} e^{2iδz} A
κ = k0²|ε_1|/(2β) = k0|ε_1|/(2n̄).

**Q:** You dropped terms as large as those you kept. Over many periods they might add up.

**A:** A dropped term changes sign within each period, so to first order its integral stays of order Δε/n̄² however long the stack is. The kept term grows as κL. Products of two dropped terms can leave a steady remainder of order (Δε/n̄²)² per period. At fixed κL the number of periods scales as n̄²/Δε, so the accumulated remainder is of order Δε/n̄². The approximation therefore improves as the contrast falls at fixed κL. It is a leading-order theory, and its error needs to be measured.

**Q:** Before that, what is κ for a real pair of layers?

**A:** Let the high-index layer fill 0 < z < ΓΛ, and let D = n_H² − n_L². The constant low-index background contributes nothing to ε_1, so

ε_1 = (D/Λ) ∫₀^{ΓΛ} e^{−iKz} dz
 = D (1 − e^{−2πiΓ})/(2πi)
 = e^{−iπΓ} D sin(πΓ)/π.

On resonance k0 = π/(n̄Λ), hence

κΛ = π|ε_1|/(2n̄²) = D sin(πΓ)/(2n̄²).

For equal thicknesses this is D/(2n̄²), which has a direct meaning. One interface reflects an amplitude of size (n_H − n_L)/(n_H + n_L) = D/(n_H + n_L)² ≈ D/(4n̄²). Successive interfaces reflect with opposite signs, but the round trip through a layer about a quarter wave thick supplies another sign change, so the two reflections of a period add. Their sum is κΛ: the coupling coefficient is the reflected amplitude per unit length.

**Q:** Then reflection from a stack should be κL, which exceeds one for a thick mirror. That is impossible.

**A:** It would be, if the incident wave kept its strength at every depth. The coupled equations include its depletion. To solve them, remove the phase factors with a = A e^{iδz} and b = B e^{−iδz}:

a′ = iδ a + iκ e^{iφ} b
b′ = −iδ b − iκ e^{−iφ} a.

Differentiate the second and insert the first:

b″ = −iδ b′ − iκ e^{−iφ}(iδ a) + κ² b.

The second equation also says −iκe^{−iφ}a = b′ + iδb. The middle term is therefore iδb′ − δ²b, and the terms in b′ cancel:

b″ = s² b, s² = κ² − δ².

The solution vanishing at the back face is b = C sinh[s(L − z)]. Its derivative at the front is −Cs cosh(sL), so

a(0) = [b′(0) + iδ b(0)]/(−iκ e^{−iφ})
 = C [s cosh(sL) − iδ sinh(sL)]/(iκ e^{−iφ}).

Dividing b(0) = C sinh(sL) by this gives the reflected amplitude:

r = iκ e^{−iφ} sinh(sL) / [s cosh(sL) − iδ sinh(sL)].

**Q:** And exactly on resonance?

**A:** Then δ = 0 and s = κ, so

r = i e^{−iφ} tanh(κL)
R = |r|² = tanh²(κL).

This is the exact solution of the averaged equations, and so a leading-order statement about the actual stack. For κL much less than one it gives R ≈ (κL)², your sum of undepleted reflections. For large κL,

R = 1 − 1/cosh²(κL) ≈ 1 − 4e^{−2κL},

and R stays below one.

**Q:** Does the missing light come out at the back?

**A:** Yes. At z = L, where b = 0 and b′ = −Cκ, the same expression for a gives a(L)/a(0) = 1/cosh(κL). The outer indices are equal, so the transmittance is T = 1/cosh²(κL), and R + T = 1. Inside, on resonance,

|A(z)/A(0)|² = cosh²[κ(L − z)]/cosh²(κL).

In a thick mirror this falls as e^{−2κz} well before the back face. No energy is absorbed; the light is handed over to the backward wave.

**Q:** Is resonance really where the reflectance peaks?

**A:** In this model at fixed κ, yes. Take |δ| < κ, so that s is real. The squared modulus of the denominator of r is

s² cosh²(sL) + δ² sinh²(sL) = s² + κ² sinh²(sL),

using cosh² = 1 + sinh² and s² + δ² = κ². Therefore

R/(1 − R) = κ² [sinh(sL)/s]².

The function sinh(sL)/s grows with s, and s is largest at δ = 0. At |δ| = κ it has fallen to L, which gives R = (κL)²/[1 + (κL)²]. For larger |δ|, s is imaginary and the function becomes sin(σL)/σ with σ² = δ² − κ², whose size is below L. In the band |δ| < κ the slow amplitudes a and b vary exponentially with depth, and outside it they oscillate. The field E itself still oscillates within each period in both cases.

**Q:** I would trust tanh² more if it also came from a calculation with real, discrete layers.

**A:** Take layers each a quarter wave thick and define Y = E′/(ik0E), which is continuous across interfaces. In a layer of index n, with forward and backward parts f and g, Y = n(f − g)/(f + g). Crossing a quarter wave multiplies g/f by −1, which turns Y/n into its inverse. Thus a layer changes Y at its back into n²/Y at its front.

Let the medium on both sides have index n_o, with the high-index layer first in each pair. Starting from the back, Y = n_o. The low-index layer makes it n_L²/n_o, and the high-index layer then makes it n_o(n_H/n_L)². After N pairs, with q = n_H/n_L,

Y = n_o q^{2N}
r = (n_o − Y)/(n_o + Y) = −(q^{2N} − 1)/(q^{2N} + 1)
R = tanh²[N ln(n_H/n_L)].

This holds at any contrast for a lossless quarter-wave stack between equal outer media, and n_o has dropped out. To compare exponents, let x = D/(n_H² + n_L²). Then

ln(n_H/n_L) = ½ ln[(1 + x)/(1 − x)] = x + x³/3 + …

For equal thicknesses n̄² = (n_H² + n_L²)/2, so κΛ = x. The two exponents per period agree to leading order, and the quarter-wave thicknesses themselves become equal as the contrast vanishes.

**Q:** Put numbers in. How many periods does a good mirror need?

**A:** I choose round model parameters in the extreme ultraviolet: λ = 13.5 nm, indices 1.00 and 0.92, and equal thicknesses. They stand for no particular material. Then

n̄² = (1.0000 + 0.8464)/2 = 0.9232, n̄ = 0.9608
Λ = 13.5 nm/(2 × 0.9608) = 7.025 nm
κΛ = 0.1536/(2 × 0.9232) = 0.08319
κ = 0.08319/(7.025 nm) = 0.01184 nm⁻¹.

The length 1/κ is 84 nm, about twelve periods. For three stacks:

N = 10: κL = 0.832, R = 0.4644
N = 20: κL = 1.664, R = 0.8662
N = 40: κL = 3.328, R = 0.9949.

Inverting the formula for R = 0.98 gives

N = artanh(√0.98)/0.08319 = 31.8,

so 32 periods. Solving the wave equation layer by layer gives 0.9772 for 31 periods and 0.9807 for 32, which confirms the count.

**Q:** How close are the other values to that full solution?

**A:** For the three stacks the reflectances differ by less than 0.0001. The numerical output below lists them. With ten periods, replacing the outer index n̄ by 1 on both sides changes the full result only from 0.46447 to 0.46443. That is plausible because these layers are nearly quarter-wave, and for a true quarter-wave stack the common outer index drops out. Unequal outer media do not drop out: the same quarter-wave recursion then gives R = tanh²[N ln q + ½ ln(n_back/n_front)], so index 1 in front with n̄ behind lowers the ten-period reflectance by about 0.015.

Detuning by half the resonant κ moves the wavelength to 13.68 or 13.32 nm. For 40 periods the coupled-wave reflectance is then 0.9897 or 0.9914, both below the resonant 0.9949. At fixed κ the formula is even in δ. The two values differ because κ is proportional to k0 and so is larger at the shorter wavelength.

**Q:** Errors that small look lucky for a first-order theory.

**A:** Equal thicknesses are a favourable case. Consider how κ is corrected at the next order on resonance. Besides the waves at ±β, the stack drives weak waves at ±3β, ±5β and so on. I follow only the pair at ±3β, which lies closest to ±β. Since K = 2β, ε_2 takes the backward wave from −β to 3β. With E_3 the amplitude of this driven part, the wave equation gives

(−9β² + β²) E_3 + k0² ε_2 B = 0
E_3 = k0² ε_2 B/(8β²).

Then ε_{−1} returns it to β. The route through −3β uses the same two coefficients in the other order and contributes equally. With k0²/β² = 1/n̄², the effective coefficient is

ε_1 → ε_1 + ε_2 ε_{−1}/(4n̄²).

From the layer profile, ε_2 ε_{−1}/ε_1 = D sin(2πΓ)/(2π), so this route changes κ by the relative amount

D sin(2πΓ)/(8πn̄²).

It is linear in contrast. For Γ = 0.3, n̄ = 1 and D = 0.1236 it is 0.0047. Differentiating tanh²(κL), the change in R is this fraction times 2κL tanh(κL)/cosh²(κL), which is 0.64 at κL = 1. The predicted shift is 0.0030. The full solution exceeds the coupled-wave value by 0.0031, so this route accounts for most of the error; I have not computed the remaining terms.

**Q:** And why does the linear error go away for equal thicknesses?

**A:** Any two-step route from −β to β uses ε_m and ε_{1−m}. One of those indices is even, and for Γ = 1/2 the even coefficients vanish. This removes the linear correction to κ. I have not derived the effect of the end faces at the next order, but the full solution shows what is left. At κL = 2, halving the contrast from 0.10 to 0.05 reduces the error in R by a factor of 4.0, the mark of a quadratic law. For Γ = 0.3 at κL = 1, the corresponding factor is 2.0.

**Q:** Your mirror can come as close to R = 1 as I like if I add periods. At 13.5 nm materials absorb. Does that survive?

**A:** No. Let both layers have the same small imaginary part ε″ > 0 in their permittivity. The constant iε″ then adds to Δε. Its direct terms do not average out:

A′ gains (ik0²/2β)(iε″)A = −αA, and B′ gains +αB,
α = k0²ε″/(2β) = k0ε″/(2n̄).

Both waves decay along their own direction of travel. In the equations for a and b, iδ has become iδ − α = i(δ + iα), so the earlier solution applies with δ replaced by δ + iα. On resonance s² = κ² + α², and

|r| = κ sinh(sL)/[s cosh(sL) + α sinh(sL)].

For a thick stack sinh and cosh become equal, and

R → [κ/(√(κ² + α²) + α)]² < 1.

With ε″ = 0.006, α = 0.001453 nm⁻¹ and α/κ = 0.1227. The limit is

R = [1/(1.0075 + 0.1227)]² = 0.783.

Forty periods already give 0.779, against 0.995 without loss, and the full solution agrees to this accuracy. What counts is absorption relative to coupling: for small α/κ the limit is about 1 − 2α/κ, because light absorbed while it is being turned round cannot be recovered by layers further back.

**Q:** So when may I use tanh²(κL) without that correction?

**A:** When the contrast is small, the light is on resonance, the outer media are matched to n̄, and α is small compared with κ. In a thick mirror the last condition must be stricter if you care about the distance from R = 1: the absorption deficit, about 2α/κ, must also be small compared with the transmitted part 4e^{−2κL}. Contrast and detuning must then be kept smaller too: a small relative error η in the decay rate changes that transmitted part by a fraction of about 2κLη, which grows with thickness. If the two layers absorb differently, D becomes complex and ε_{−1} is no longer the conjugate of ε_1. Then κ² is replaced by the complex product k0²ε_1ε_{−1}/(4n̄²), the peak can move away from δ = 0, and the formula with uniform α no longer covers the case.

Numbers as computed

```
wavelength = 13.5 nm
high and low index = 1.00, 0.92 (no unit)
mean permittivity = 0.9232 (no unit)
rms index n_mean = 0.96083 (no unit)
period = 7.0252 nm, each layer = 3.5126 nm
|eps1| = 0.04889 (no unit)
kappa = 0.011842 1/nm, 1/kappa = 84.45 nm
kappa*period = 0.083189 (no unit)
ln(nH/nL) = 0.083382 (no unit)
N | L (nm) | kappa*L | R coupled | R full wave | R quarter-wave
10 | 70.25 | 0.8319 | 0.464427 | 0.464473 | 0.465833
20 | 140.50 | 1.6638 | 0.866248 | 0.866221 | 0.867204
40 | 281.01 | 3.3276 | 0.994864 | 0.994857 | 0.994942
periods for R = 0.98: 31.78, so 32
full-wave R at 31 and 32 periods = 0.97723, 0.98068
full-wave R, N=10, outer index 1 = 0.464433
delta = -0.5 kappa, wavelength 13.681 nm, N=40: R coupled 0.98970, full 0.98979
delta = +0.5 kappa, wavelength 13.324 nm, N=40: R coupled 0.99144, full 0.99133
Error (coupled minus full R) at fixed kappa*L, mean permittivity 1:
fraction 0.3, kappa*L 1.0, N 20, contrast 0.12361: error -3.129e-03
fraction 0.3, kappa*L 1.0, N 40, contrast 0.06180: error -1.566e-03
fraction 0.3, kappa*L 1.0, N 80, contrast 0.03090: error -7.835e-04
error ratio on halving contrast = 1.999
fraction 0.5, kappa*L 2.0, N 20, contrast 0.20000: error 4.124e-05
fraction 0.5, kappa*L 2.0, N 40, contrast 0.10000: error 1.026e-05
fraction 0.5, kappa*L 2.0, N 80, contrast 0.05000: error 2.561e-06
error ratio on halving contrast = 4.005
eps'' = 0.006 (no unit), alpha = 0.001453 1/nm
lossy N=40: R coupled 0.77943, full 0.77941
lossy N=80: R coupled 0.78284, full 0.78283
lossy N=300: R coupled 0.78284, full 0.78283
lossy thick-stack limit = 0.78284
```
